\section*{The high-energy power law for photoionisation of hydrogen-like states, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Definitions, conventions and the result}

One electron moves in the field of a fixed point nucleus of charge $Z$. Spin and relativity are left out, and Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so that lengths are in Bohr radii $a_0$, energies are in hartree and the speed of light is $c=1/\alpha$. The Hamiltonian is $H=p^2/2-Z/r$. A state of definite angular momentum is written $\psi=u(r)\,Y_{Lm}(\hat{\mathbf r})/r$, and the radial function obeys
\begin{equation}
H_L u=E u,\qquad H_L=-\frac12\frac{d^2}{dr^2}+U_L(r),\qquad U_L(r)=\frac{L(L+1)}{2r^2}-\frac{Z}{r}.
\label{radial}
\end{equation}
The initial state is the bound state $u_{nl}$, with energy $E_n=-\kappa^2/2$, $\kappa=Z/n$, and $\int_0^\infty u_{nl}^2\,dr=1$. The final state is a continuum state $u_{EL}$ with $E=k^2/2$. A photon of energy $\omega$ connects the two:
\begin{equation}
\omega=E-E_n=\tfrac12\,(k^2+\kappa^2),\qquad \eta=\frac{Z}{k},\qquad \epsilon=\frac{\kappa}{k}=\frac{\eta}{n}.
\label{kin}
\end{equation}
The parameter $\eta$ is positive here for an attractive field. All radial functions are real, and their signs are fixed by making them positive near $r=0$. The behaviour of the bound state at the nucleus is described by the constant $a$ in
\begin{equation}
u_{nl}(r)\to a\,r^{l+1}\qquad (r\to0).
\label{adef}
\end{equation}
For $l=0$ one has $|\psi(0)|^2=a^2/4\pi$. For $l>0$ the wave function vanishes at the nucleus, and ``the wave function at the nucleus'' means the coefficient $a$, which is proportional to the $l$-th radial derivative of $u_{nl}/r$ at the origin.

The statement to be proved is the following. In the dipole approximation, and averaged over the magnetic quantum number $m$ of the initial state, the photoionisation cross section at fixed $n$, $l$, $Z$ behaves for $\omega\to\infty$ as
\begin{equation}
\sigma_{nl}(\omega)=\mathcal C_{nl}\,\omega^{-l-7/2}\left[1-\pi\eta+O(\eta^2)\right],\qquad
\mathcal C_{nl}=\frac{8\pi\alpha}{3}\,Z^2a^2\,G_l\,2^{-l-1/2},
\label{result}
\end{equation}
with $G_0=1$ and $G_l=(2l+1)\,4^{l-1}\,l!\,(l-1)!$ for $l\ge1$. By \eqref{kin}, $\omega=E(1+\epsilon^2)$, so the law reads $E^{-l-7/2}$ in the photoelectron energy with the same constant and the same first correction.

\subsection*{Normalisation of the continuum}

At large $r$ the regular solution of \eqref{radial} has the form $u_{EL}\to B\sin\varphi_k(r)$ with $\varphi_k=kr+\eta\ln 2kr+\text{const}$, as is shown in Section~\ref{sec:cont}. The amplitude $B$ is chosen so that $\int_0^\infty u_{EL}u_{\tilde EL}\,dr=\delta(E-\tilde E)$. For two solutions $u,\tilde u$ with energies $E,\tilde E$, equation \eqref{radial} gives $u''\tilde u-u\tilde u''=2(\tilde E-E)u\tilde u$, and the left side is the derivative of $u'\tilde u-u\tilde u'$, which vanishes at $r=0$. At a large radius $X$ the derivative of the phase is $k+\eta/X\to k$, so
\begin{align}
2(\tilde E-E)\int_0^X u\tilde u\,dr
&=B^2\left[k\cos\varphi\sin\tilde\varphi-\tilde k\sin\varphi\cos\tilde\varphi\right]\nonumber\\
&=B^2\left[\tfrac12(k+\tilde k)\sin(\tilde\varphi-\varphi)+\tfrac12(k-\tilde k)\sin(\tilde\varphi+\varphi)\right].
\end{align}
Division by $2(\tilde E-E)=(\tilde k-k)(\tilde k+k)$ turns the second term into a bounded function that oscillates ever faster in $k$ as $X$ grows; it tends to zero as a distribution. In the first term $\tilde\varphi-\varphi=(\tilde k-k)X'$, where $X'=X+O(\ln X)$ grows without limit, and $\sin[(\tilde k-k)X']/(\tilde k-k)\to\pi\delta(\tilde k-k)=\pi k\,\delta(\tilde E-E)$. The integral therefore tends to $B^2(\pi k/2)\,\delta(\tilde E-E)$, and
\begin{equation}
u_{EL}(r)=\sqrt{\frac{2}{\pi k}}\;F_L(\eta,kr),
\label{enorm}
\end{equation}
where $F_L$ is the regular solution with unit amplitude at infinity.

\section{The cross section in terms of radial integrals}

In the dipole approximation the light acts as a uniform field $\mathcal F\,\hat{\mathbf z}\cos\omega t$, and the electron, of charge $-1$, feels the perturbation $\mathcal F z\cos\omega t$. The part that drives absorption is $\tfrac12\mathcal F z\,e^{-i\omega t}$. With final states normalised per unit energy the density of states is unity, and Fermi's golden rule gives the rate $2\pi(\mathcal F/2)^2\sum_f|\langle f|z|i\rangle|^2$. The cycle-averaged intensity is $c\mathcal F^2/8\pi$, so the photon flux is $c\mathcal F^2/8\pi\omega$. The ratio of rate to flux is
\begin{equation}
\sigma=4\pi^2\alpha\,\omega\sum_f|\langle f|z|i\rangle|^2 .
\label{golden}
\end{equation}
The sum runs over a complete set of continuum states at energy $E$, for which the states $u_{EL}Y_{LM}/r$ serve. The recurrence relation of the associated Legendre functions reads, for normalised spherical harmonics,
\begin{equation}
\cos\vartheta\,Y_{lm}=c_{l+1,m}Y_{l+1,m}+c_{l,m}Y_{l-1,m},\qquad c_{l,m}^2=\frac{l^2-m^2}{(2l+1)(2l-1)} .
\end{equation}
Only $L=l\pm1$ and $M=m$ contribute. With $\sum_{m=-l}^{l}m^2=l(l+1)(2l+1)/3$,
\begin{equation}
\sum_{m=-l}^{l}(l^2-m^2)=(2l+1)\,l\left[l-\frac{l+1}{3}\right]=\frac{l(2l+1)(2l-1)}{3},
\end{equation}
so that $\sum_m c_{l,m}^2=l/3$. In $\sum_{m=-l}^{l}c_{l+1,m}^2$ the terms $m=\pm(l+1)$ may be added, since they vanish, and the same formula gives $(l+1)/3$. The average over the $2l+1$ initial substates is
\begin{equation}
\sigma_{nl}=\frac{4\pi^2\alpha\,\omega}{3}\sum_{L=l\pm1}\frac{\max(l,L)}{2l+1}\,R_L^2,\qquad
R_L=\int_0^\infty u_{EL}\,r\,u_{nl}\,dr .
\label{sigR}
\end{equation}
The averaged initial state is isotropic, so the result does not depend on the polarisation. For $l=0$ only $L=1$ occurs.

\section{Length, velocity and acceleration forms}
\label{sec:forms}

The operator identities behind the three forms are $[H,\mathbf r]=-\nabla$ and $[H,-\nabla]=\nabla V$ with $V=-Z/r$, whose gradient is $Z\mathbf r/r^3$. Between exact eigenstates each commutator with $H$ gives a factor $\omega$, so that $\omega^2\langle f|\mathbf r|i\rangle=Z\langle f|\mathbf r/r^3|i\rangle$. Because the potential is singular, moving $H$ from one side to the other could leave a surface term at the nucleus. The identities are therefore derived here for the radial functions, where the surface terms are explicit.

Write $f=u_{EL}$ and $g=u_{nl}$, and define
\begin{equation}
\Lambda=\tfrac12\left[L(L+1)-l(l+1)\right]=
\begin{cases} l+1, & L=l+1,\\ -l, & L=l-1,\end{cases}
\qquad H_L=H_l+\frac{\Lambda}{r^2}.
\label{Lambda}
\end{equation}
In both cases $\Lambda(\Lambda-1)=l(l+1)$. For any function $h$ that decays exponentially at infinity, two integrations by parts and $H_Lf=Ef$ give
\begin{equation}
\int_0^\infty f\,(H_L-E_n)h\,dr=\omega\int_0^\infty f\,h\,dr+\tfrac12\lim_{r\to0}\left(fh'-f'h\right).
\label{green}
\end{equation}

Take first $h=rg$. Since $(rg)''=rg''+2g'$ and $H_lg=E_ng$,
\begin{equation}
(H_L-E_n)(rg)=-g'+\frac{\Lambda g}{r}=-w,\qquad w\equiv g'-\frac{\Lambda g}{r}.
\label{first}
\end{equation}
Near the origin $f\propto r^{L+1}$ and $h\propto r^{l+2}$, so the surface term is of order $r^{L+l+2}$ and vanishes. Equation \eqref{green} becomes
\begin{equation}
\omega R_L=-V_L,\qquad V_L=\int_0^\infty f\,w\,dr ,
\label{vel}
\end{equation}
and $V_L$ is the radial velocity element.

Take next $h=w$. Differentiating $-\tfrac12g''+U_lg=E_ng$ gives $(H_l-E_n)g'=-U_l'g$, hence
\begin{equation}
(H_L-E_n)g'=-U_l'\,g+\frac{\Lambda g'}{r^2}.
\end{equation}
From $(g/r)''=g''/r-2g'/r^2+2g/r^3$ follows $(H_l-E_n)(g/r)=g'/r^2-g/r^3$, hence
\begin{equation}
(H_L-E_n)\frac gr=\frac{g'}{r^2}+\frac{(\Lambda-1)g}{r^3}.
\end{equation}
In the combination $w=g'-\Lambda g/r$ the terms in $g'/r^2$ cancel. With $U_l'=-l(l+1)/r^3+Z/r^2$,
\begin{equation}
(H_L-E_n)w=\left[\frac{l(l+1)-\Lambda(\Lambda-1)}{r^3}-\frac{Z}{r^2}\right]g=-\frac{Z g}{r^2}.
\label{second}
\end{equation}
The centrifugal force has dropped out and only the force of the nucleus remains. For the surface term the behaviour of $w$ at small $r$ is needed. For $L=l+1$ the terms $(l+1)ar^l$ in $g'$ and in $\Lambda g/r$ cancel, so $w=O(r^{l+1})$, $f=O(r^{l+2})$ and $fw'-f'w=O(r^{2l+2})$. For $L=l-1$, which requires $l\ge1$, $w\to(2l+1)ar^l$, $f=O(r^l)$ and $fw'-f'w$ is at most $O(r^{2l-1})$. Both vanish at the origin. Equations \eqref{green}, \eqref{vel} and \eqref{second} give
\begin{equation}
\omega^2R_L=-\omega V_L=A_L,\qquad A_L=Z\int_0^\infty \frac{u_{EL}\,u_{nl}}{r^2}\,dr .
\label{acc}
\end{equation}
The integrand behaves as $r^{L+l}$ at the origin with $L+l\ge1$, so the integral converges. The cross section \eqref{sigR} takes the acceleration form
\begin{equation}
\sigma_{nl}=\frac{4\pi^2\alpha}{3\,\omega^3}\sum_{L=l\pm1}\frac{\max(l,L)}{2l+1}\,A_L^2 .
\label{sigA}
\end{equation}
Equation \eqref{sigA} is exact within the model. It shows three of the powers of $\omega$ explicitly, and it shows that the amplitude is proportional to the force $Z/r^2$. A free electron cannot absorb a photon: the outgoing electron carries momentum $k$, the photon in the dipole approximation brings none, and the nucleus must supply it through this force.

\section{The bound state near the nucleus}

Put $u_{nl}=a\,r^{l+1}e^{-\kappa r}y(r)$ with $y(0)=1$. Differentiating twice gives
\begin{equation}
u''=a\,r^{l+1}e^{-\kappa r}\left[y''+2\left(\frac{l+1}{r}-\kappa\right)y'+\left(\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2\right)y\right],
\end{equation}
while \eqref{radial} demands $u''=[l(l+1)/r^2-2Z/r+\kappa^2]u$. Therefore
\begin{equation}
r y''+(2l+2-2\kappa r)y'+\left[2Z-2\kappa(l+1)\right]y=0 .
\label{yeq}
\end{equation}
With $y=\sum_j\beta_jr^j$, $\beta_0=1$ and $Z=n\kappa$, the coefficient of $r^j$ gives
\begin{equation}
\beta_{j+1}=-\frac{2\kappa\,(N-j)}{(j+1)(j+2l+2)}\,\beta_j,\qquad N=n-l-1,
\label{beta}
\end{equation}
so $y$ is a polynomial of degree $N$ and $\beta_j\propto\kappa^j$. The term linear in $r$ in $e^{-\kappa r}y$ has the coefficient $\beta_1-\kappa=-\kappa(N+l+1)/(l+1)$, that is
\begin{equation}
u_{nl}=a\,r^{l+1}\left[1-\frac{Zr}{l+1}+O(r^2)\right],
\label{cusp}
\end{equation}
which is the cusp condition and does not depend on $n$.

To find $a$, let $\rho=2\kappa r$, $\gamma=2l+1$, and take the Laguerre polynomial in Rodrigues form. Leibniz's rule expands it:
\begin{equation}
\mathcal L(\rho)=\frac{\rho^{-\gamma}e^{\rho}}{N!}\frac{d^N}{d\rho^N}\left(\rho^{N+\gamma}e^{-\rho}\right)=\sum_{j=0}^{N}(-1)^j\binom{N+\gamma}{N-j}\frac{\rho^j}{j!}.
\end{equation}
The ratio of successive coefficients is $-(N-j)/[(j+1)(j+\gamma+1)]$, which is \eqref{beta} in the variable $\rho$. Hence $y=\mathcal L(\rho)/\mathcal L(0)$ with $\mathcal L(0)=(n+l)!/[N!\,(2l+1)!]$, because $N+\gamma=n+l$. The norm follows by inserting the Rodrigues form for one factor and integrating by parts $N$ times; the boundary terms vanish because of the factor $\rho^{\gamma}e^{-\rho}$ that survives the differentiations. Only the two highest powers of $\rho\mathcal L$, namely $(-1)^N[\rho^{N+1}/N!-(N+\gamma)\rho^N/(N-1)!]$, survive $N$ derivatives, and they give $(-1)^N[(N+1)\rho-N(N+\gamma)]$. Thus
\begin{align}
\int_0^\infty\rho^{\gamma+1}e^{-\rho}\mathcal L^2d\rho
&=\frac{1}{N!}\left[(N+1)(N+\gamma+1)!-N(N+\gamma)(N+\gamma)!\right]\nonumber\\
&=\frac{(N+\gamma)!}{N!}\,(2N+\gamma+1)=\frac{2n\,(n+l)!}{N!}.
\end{align}
The condition $1=a^2(2\kappa)^{-2l-3}\mathcal L(0)^{-2}\int\rho^{2l+2}e^{-\rho}\mathcal L^2d\rho$ then gives
\begin{equation}
a^2=\left(\frac{2Z}{n}\right)^{2l+3}\frac{(n+l)!}{2n\,(n-l-1)!\,[(2l+1)!]^2}
=\frac{(2Z)^{2l+3}}{2n^3[(2l+1)!]^2}\prod_{s=1}^{l}\left(1-\frac{s^2}{n^2}\right).
\label{a2}
\end{equation}
The second form uses $(n+l)!/(n-l-1)!=n\prod_{s=1}^l(n^2-s^2)$. For $1s$, $a^2=4Z^3$; for $2p$, $a^2=Z^5/24$.

\section{The continuum state}
\label{sec:cont}

Replacing $\kappa$ by $ik$ and $l$ by $L$ in \eqref{yeq}, and setting $\zeta=2ikr$, gives Kummer's equation $\zeta y''+(2L+2-\zeta)y'-b\,y=0$ with $b=L+1+i\eta$, because $2Z/(2ik)=-i\eta$. Its solution with $y(0)=1$ has the series coefficients $(b)_j/[(2L+2)_j\,j!]$, where $(b)_j=\Gamma(b+j)/\Gamma(b)$. The Euler beta integral gives
\begin{equation}
\frac{(b)_j}{(2L+2)_j}=\frac{\Gamma(2L+2)}{\Gamma(b)\Gamma(b^*)}\int_0^1t^{b+j-1}(1-t)^{b^*-1}dt ,
\end{equation}
since $2L+2-b=b^*$. Summing the series under the integral produces $e^{\zeta t}$. With $x=kr$, the regular solution is $x^{L+1}\Phi_L(x)$, where
\begin{equation}
\Phi_L(x)=\frac{(2L+1)!}{|\Gamma(L+1+i\eta)|^2}\int_0^1e^{ix(2t-1)}\,t^{L+i\eta}(1-t)^{L-i\eta}\,dt,\qquad \Phi_L(0)=1 .
\label{Phi}
\end{equation}
The substitution $t\to1-t$ turns the integral into its complex conjugate, so $\Phi_L$ is real.

For large $x$ the path is deformed into the upper half of the $t$ plane, where the integrand is analytic and $e^{2ixt}$ decays. It runs from $0$ to $i\infty$ and returns from $1+i\infty$ to $1$. On the return leg $t=1+is$, $1-t=se^{-i\pi/2}$, the exponential is $e^{ix}e^{-2xs}$, and only $s\lesssim1/x$ matters, where $t^{L+i\eta}\to1$. Using $(e^{-i\pi/2})^{L-i\eta}=e^{-i\pi L/2}e^{-\pi\eta/2}$, this leg tends to $-iW$ with
\begin{equation}
W=e^{ix-i\pi L/2}\,e^{-\pi\eta/2}\,\Gamma(L+1-i\eta)\,(2x)^{-L-1+i\eta}.
\end{equation}
The first leg, $t=is$, gives $+iW^*$ in the same way, and $-iW+iW^*=2\,\mathrm{Im}\,W$. Therefore
\begin{equation}
x^{L+1}\Phi_L\to\frac{(2L+1)!\,e^{-\pi\eta/2}}{2^L|\Gamma(L+1+i\eta)|}\,\sin\!\left[x+\eta\ln2x-\frac{L\pi}{2}-\arg\Gamma(L+1+i\eta)\right].
\end{equation}
This confirms the form of the phase used for \eqref{enorm} and fixes the unit-amplitude solution,
\begin{equation}
F_L=C_L\,x^{L+1}\Phi_L,\qquad C_L=\frac{2^Le^{\pi\eta/2}|\Gamma(L+1+i\eta)|}{(2L+1)!}.
\label{FL}
\end{equation}
From $\Gamma(z+1)=z\Gamma(z)$ one has $|\Gamma(L+1+i\eta)|^2=|\Gamma(1+i\eta)|^2\prod_{s=1}^L(s^2+\eta^2)$, and the reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. Hence
\begin{equation}
C_L^2=\frac{4^L}{[(2L+1)!]^2}\;e^{\pi\eta}\,\frac{\pi\eta}{\sinh\pi\eta}\prod_{s=1}^{L}(s^2+\eta^2).
\label{CL}
\end{equation}
At $\eta=0$ the radial equation is that of a free particle, whose regular solution with unit amplitude and positive sign at the origin is $x\,j_L(x)$, with $j_L$ the spherical Bessel function. So $F_L(0,x)=xj_L(x)$.

The cross section is now expressed exactly through the acceleration integrals $A_L$, and the bound and continuum functions that enter them are known. What remains is to find the high-energy limit of these integrals, and from it the power law, its coefficient and its first correction.
